# Degrees of Rate Control: The Sum Rule and the Coverage Rule

## The physical situation

A catalyst turns over at a steady rate. Two reactants adsorb on its surface, combine there, and leave as product. Suppose one could alter a single free energy on this surface, stabilizing one transition state or weakening the binding of one intermediate, and leave everything else alone. Which change would help, and by how much?

A stabilized transition state opens a faster path. A stabilized intermediate does two things: it raises the barrier of every step that consumes it, and it fills sites that other species need. Campbell's degree of rate control measures both kinds of response. For a state \(s\) with standard free energy \(G_s\),

\[
X_s=\left(\frac{\partial \ln r}{\partial(-\beta G_s)}\right)_{G_{s'\neq s}},\qquad \beta=\frac1{kT},
\]

where \(r>0\) is the steady overall rate per site. Temperature and gas pressures are held fixed. A positive \(X_s\) means that stabilizing the state speeds the reaction.

Two rules will be derived twice. Over all transition states,

\[
\sum_i X_i=1, \tag{1}
\]

and for each adsorbed intermediate \(n\) with coverage \(\theta_n\),

\[
X_n=-\bar\sigma\,\theta_n,\qquad \bar\sigma=\sum_i m_iX_i. \tag{2}
\]

Here \(m_i\) is the number of surface sites in transition state \(i\). The "sites required" are therefore a mean over transition states, weighted by their degrees of rate control. This mean need not be an integer, and since a weight may be negative, it need not lie between the smallest and largest \(m_i\).

## The kinetic model

There is one kind of site, and each adsorbate fills one site. Adsorbates are randomly distributed (mean field), and free energies do not depend on coverage. Coverages are fractions of all sites, so with \(\theta_*\) the fraction of empty sites,

\[
\theta_*+\sum_j\theta_j=1. \tag{3}
\]

Transition-state theory gives the forward rate constant of step \(i\) as \((kT/h)\exp[-\beta(G_i^{\rm TS}-G_i^{\rm left})]\), where \(G_i^{\rm left}\) is the summed free energy of the species on the left. The reverse constant has \(G_i^{\rm right}\) instead. Define

\[
\kappa_i=\frac{kT}{h}e^{-\beta G_i^{\rm TS}},\qquad K_j=e^{-\beta G_j},\qquad \lambda_j=\frac{\theta_j}{K_j}.
\]

An empty site has zero free energy, so \(\lambda_*=\theta_*\). A gas has \(\lambda=p\,e^{\beta G}\), with \(p\) in units of the standard pressure, 1 bar. The factors \(e^{\beta G}\) in the rate constant combine with the coverages and pressures, and the net rate becomes

\[
r_i=\kappa_i\left(\prod_{\rm left}\lambda-\prod_{\rm right}\lambda\right), \tag{4}
\]

a species being repeated in the product as often as it occurs in the step. The single factor \(\kappa_i\) multiplies both directions, so changing a transition state never changes an equilibrium constant. Adsorption and desorption steps have transition states too, and these belong in the sum (1).

At steady state no adsorbate accumulates. With \(\nu_{ji}\) the number of \(j\) made minus the number consumed in step \(i\),

\[
\sum_i\nu_{ji}r_i=0\quad\text{for every adsorbate }j. \tag{5}
\]

Since \(d\ln\kappa_i=d(-\beta G_i^{\rm TS})\) and \(d\ln K_n=d(-\beta G_n)\), the degrees of rate control are

\[
X_i=\frac{\partial\ln r}{\partial\ln\kappa_i},\qquad X_n=\frac{\partial\ln r}{\partial\ln K_n}.
\]

One more change of variables isolates the role of the sites. Put \(\lambda_j=\theta_*y_j\), that is, \(\theta_j=\theta_*y_jK_j\). An elementary step conserves sites, so both products in (4) contain the same number \(m_i\) of site-bearing factors, empty sites included. Each contributes one factor \(\theta_*\):

\[
r_i=\kappa_i\theta_*^{m_i}\left(\prod_{\rm left}y-\prod_{\rm right}y\right), \tag{6}
\]

with \(y_*=1\) and gases keeping their \(\lambda\). The site balance becomes

\[
\theta_*\Big(1+\sum_jy_jK_j\Big)=1. \tag{7}
\]

The intermediate energies have disappeared from (6) and survive only in (7). In these variables an intermediate influences the rate solely through the sites it occupies.

## First derivation: changes that leave the kinetics alone

**The sum rule.** Multiply every \(\kappa_i\) by the same number \(c\), keeping the coverages. By (4) every net rate is multiplied by \(c\), so the sums in (5) are still zero. The old coverages are therefore the new steady state, and

\[
\ln r(c\kappa_1,c\kappa_2,\ldots)=\ln c+\ln r(\kappa_1,\kappa_2,\ldots).
\]

Differentiate with respect to \(\ln c\) at \(c=1\). On the left each \(\ln\kappa_i\) moves at unit rate, which gives \(\sum_iX_i\). On the right the derivative is 1. This is (1). Physically, it is a change of clock: all processes run faster by one factor and their competition is unaltered.

**The coverage rule.** Now look for a change that leaves every net rate as it was. In (6), let

\[
\theta_*\to c\,\theta_*,\qquad \kappa_i\to c^{-m_i}\kappa_i,\qquad y_j\to y_j .
\]

The factors \(c^{m_i}\) and \(c^{-m_i}\) cancel in every step, so (5) still holds. The site balance, however, is broken, and we repair it by altering \(K_n\) alone, to \(K_n'\). Since \(\theta_j=\theta_*y_jK_j\), every other coverage is multiplied by \(c\), while \(\theta_n\) becomes \(c\,\theta_nK_n'/K_n\). The empty sites and the other adsorbates together filled \(1-\theta_n\), hence

\[
c\left(1-\theta_n+\theta_n\frac{K_n'}{K_n}\right)=1
\quad\Rightarrow\quad
\frac{K_n'}{K_n}=\frac{1/c-1+\theta_n}{\theta_n}. \tag{8}
\]

At \(c=1\) the ratio is 1, and the derivative of \(1/c\) is \(-1\), so

\[
\frac{d\ln K_n}{d\ln c}=-\frac1{\theta_n}.
\]

Along this path \(r\) is constant, while \(d\ln\kappa_i/d\ln c=-m_i\). The chain rule gives

\[
0=\frac{d\ln r}{d\ln c}=-\sum_im_iX_i-\frac{X_n}{\theta_n},
\]

which is (2). The minus sign has a plain origin: making more empty sites by weakening \(n\) is compensated by making the transition states harder to reach.

## Second derivation: the linear response of the surface

This route calculates the response directly. Treat \(\theta_*\) as given for the moment and define

\[
w_i=\kappa_i\theta_*^{m_i}.
\]

By (6), the steady-state equations (5) contain only the \(y_j\), the \(w_i\) and the fixed gas quantities. Suppose they can be solved for \(y_j(w)\), with overall rate \(R(w)\). Define the responses

\[
s_i=\frac{\partial\ln R}{\partial\ln w_i},\qquad
a_{ji}=\frac{\partial\ln y_j}{\partial\ln w_i}.
\]

If all \(w_i\) are multiplied by one factor, the \(y_j\) stay put and \(R\) acquires that factor. Therefore

\[
\sum_is_i=1,\qquad \sum_ia_{ji}=0. \tag{9}
\]

Now let \(\theta_*\) respond. Since \(d\ln w_i=d\ln\kappa_i+m_i\,d\ln\theta_*\),

\[
d\ln r=\sum_is_i\,d\ln\kappa_i+S\,d\ln\theta_*,\qquad S=\sum_is_im_i. \tag{10}
\]

The change of \(\theta_*\) follows from the site balance (3). Its differential is \(\theta_*\,d\ln\theta_*+\sum_j\theta_j\,d\ln\theta_j=0\). Insert \(d\ln\theta_j=d\ln\theta_*+d\ln y_j+d\ln K_j\); the coefficients of \(d\ln\theta_*\) add to 1:

\[
d\ln\theta_*+\sum_j\theta_j\left(d\ln y_j+d\ln K_j\right)=0.
\]

Next insert \(d\ln y_j=\sum_ia_{ji}(d\ln\kappa_i+m_i\,d\ln\theta_*)\), and abbreviate

\[
b_i=\sum_j\theta_ja_{ji},\qquad D=1+\sum_im_ib_i.
\]

Collecting the terms in \(d\ln\theta_*\),

\[
D\,d\ln\theta_*=-\sum_j\theta_j\,d\ln K_j-\sum_ib_i\,d\ln\kappa_i .
\]

For \(D\neq0\), substitution into (10) gives both kinds of rate control:

\[
X_n=-\frac SD\,\theta_n,\qquad X_i=s_i-\frac SD\,b_i. \tag{11}
\]

By (9), \(\sum_ib_i=0\), so summing the second formula gives \(\sum_iX_i=\sum_is_i=1\), which is (1). Multiplying it by \(m_i\) before summing, and using \(\sum_im_ib_i=D-1\),

\[
\bar\sigma=\sum_im_iX_i=S-\frac SD(D-1)=\frac SD.
\]

The first formula in (11) is then \(X_n=-\bar\sigma\theta_n\), which is (2).

The second formula now reads \(X_i=s_i-\bar\sigma b_i\). It separates the direct effect of a faster step from the effect of the crowding it causes. If crowding outweighs the direct effect, stabilizing a transition state slows the reaction. This is not the only route to a negative \(X_i\): in a branched network, a step that diverts an intermediate to another product has \(s_i<0\) even though it frees sites.

## Limits in which the number of sites is an integer

If every transition state has the same number of sites \(m\), then (1) gives \(\bar\sigma=m\sum_iX_i=m\). If one transition state \(k\) has all the control, \(X_k=1\) and the others zero, then \(\bar\sigma=m_k\). In both cases \(X_n=-\sigma\theta_n\) with an integer \(\sigma\).

The second case can be seen directly. Let A* + B* react irreversibly and slowly, with all other steps equilibrated. The \(y_j\) are then fixed by the gases, and

\[
r=\kappa\,\theta_*^2\,y_Ay_B,\qquad \theta_*=\frac1{1+\sum_jy_jK_j}.
\]

Thus \(\partial\ln r/\partial\ln K_n=2\,\partial\ln\theta_*/\partial\ln K_n=-2\theta_*y_nK_n=-2\theta_n\). Stabilizing A*, a reactant of the slow step, does not help: its larger coverage is cancelled by its higher barrier, and the loss of empty sites remains.

A nearly absent intermediate has almost no control, provided \(\bar\sigma\) stays finite. One that covers almost the whole surface has \(X_n\approx-\bar\sigma\).

## A surface with shared control

Consider a model cycle at 500 K that makes two AB from A2 and two B, with a spectator C that adsorbs but does not react. The parameters are round numbers, not those of a real catalyst. Electronvolts, bars and seconds are the natural units here, and \(kT=0.043087\) eV. The pressures of A2, B, AB and C are 1.0, 0.5, 0.1 and 0.3 bar. Gas free energies are zero except for AB, at −1.00 eV.

| Step | \(G^{\rm TS}\) (eV) | \(m_i\) | \(X_i\) |
|---|---:|---:|---:|
| A2 + 2* ⇌ 2A* | 0.75 | 2 | 0.16567 |
| B + * ⇌ B* | 0.55 | 1 | −0.00044 |
| A* + B* ⇌ AB* + * | 0.70 | 2 | 0.65529 |
| AB* ⇌ AB + * | −0.20 | 1 | 0.17947 |
| C + * ⇌ C* | 0.55 | 1 | 0.00000 |

Each \(X_i\) was found by shifting one free energy, solving the steady state again, and differentiating \(\ln r\) numerically. The unrounded values sum to 1 to eight decimals; the rounded entries in the table add to 0.99999. AB forms at about 2779 per site per second, and the A2 step runs at half that rate, since each A2 supplies two A*.

No single step controls this reaction. The surface reaction has about two thirds of the control, and A2 adsorption and AB desorption share most of the rest. The mean number of sites is

\[
\bar\sigma=2(0.16567+0.65529)-0.00044+0.17947=1.821 .
\]

The small negative value for B adsorption means, by \(X_i=s_i-\bar\sigma b_i\), that the crowding term exceeds the direct one; both terms are small for this fast step. The spectator step has no control because C* has no other way to form or leave. Its net rate must vanish, so \(y_C\) equals the \(\lambda\) of gaseous C whatever the height of the barrier.

The intermediates give the following values:

| Adsorbate | \(G_n\) (eV) | \(\theta_n\) | \(X_n\), differentiated | \(-\bar\sigma\theta_n\) |
|---|---:|---:|---:|---:|
| A* | −0.05 | 0.2049 | −0.3731 | −0.3731 |
| B* | −0.10 | 0.4811 | −0.8760 | −0.8760 |
| AB* | −1.05 | 0.1288 | −0.2345 | −0.2345 |
| C* | −0.05 | 0.0906 | −0.1650 | −0.1650 |

The spectator obeys the same rule as the reactants. It takes no part in the cycle, but it takes sites.

The most rewarding intermediate to weaken is B*. Raising its free energy by 0.01 eV should, to first order, change \(\ln r\) by \(0.8760\times0.01/0.043087=0.2033\), a factor of 1.225. The recalculated rate rises by a factor of 1.207. Its logarithm, 0.1884, corresponds to a mean slope of 0.812 over the interval instead of 0.876: the product \(\bar\sigma\theta_B\) falls, on average, as B* is weakened. A degree of rate control is a local slope.

The compensating change of the first derivation can also be made at finite size. For \(c=1.05\) and \(n={}\)B*, equation (8) gives

\[
\frac{K_B'}{K_B}=\frac{0.952381-1+0.481078}{0.481078}=0.9010 .
\]

The coverage of B* should become \(1.05\times0.4811\times0.9010=0.4551\). The new steady state has this coverage, the other coverages are 1.05 times larger, and all net rates are unchanged within the numerical tolerance.

A separate linear cycle, A + * ⇌ A* ⇌ P* ⇌ P + *, has one site in each transition state. Its free energies are 0 and −0.30 eV for gaseous A and P (at 1.0 and 0.1 bar), −0.05 and −0.15 eV for A* and P*, and 0.75, 0.75 and 0.65 eV for the three transition states. Its coverages of A* and P* are 0.398 and 0.363, and their degrees of rate control are −0.398 and −0.363, as the integer limit requires.

## What each derivation assumes

Both derivations use the rate law (6), fixed gas pressures, and a smooth branch of steady states with \(r\neq0\). They differ in what they ask of that branch.

The first needs the steady state to be locally unique, so that the transformed state is the one the surface actually follows, and \(r\) to be differentiable. It never solves for the response. The second also needs the equations at fixed \(\theta_*\) to be smoothly solvable for the \(y_j\), and \(D\neq0\). If the fixed-\(\theta_*\) problem were singular while the full problem remained regular, the second derivation would stop and the first would still hold. In return, the second yields the individual \(X_i\) and shows how crowding can make them negative. When \(D=0\), the site balance no longer determines \(d\ln\theta_*\), and a finite linear response is not guaranteed.

The two rules also rest on different physics, as three changes to the model show.

**Adsorbates that fill several sites.** Let \(j\) fill \(q_j\) sites, with \(\theta_j\) still counting adsorbates per site. The balance is \(\theta_*+\sum_jq_j\theta_j=1\), and \(\lambda_j=\theta_*^{q_j}y_j\) restores (6). The clock argument is untouched, so (1) holds. In the compensating change \(\theta_j\) now scales as \(c^{q_j}\), and differentiating the balance at \(c=1\) gives

\[
\theta_*+\sum_jq_j^2\theta_j+q_n\theta_n\frac{d\ln K_n}{d\ln c}=0.
\]

Inserting this derivative into \(-\bar\sigma+X_n\,d\ln K_n/d\ln c=0\),

\[
X_n=-\frac{q_n\theta_n\bar\sigma}{\theta_*+\sum_jq_j^2\theta_j}.
\]

With AB* filling two sites in the model (the steps become A* + B* ⇌ AB* and AB* ⇌ AB + 2*, both with \(m_i=2\)), \(\theta_{AB}=0.0899\), \(\bar\sigma=2.0004\) and the denominator is 1.1798, so \(X_{AB}=-0.305\), in agreement with direct differentiation. Here \(\bar\sigma\) slightly exceeds the largest \(m_i\), which is 2. The steps with \(m_i=1\) are B adsorption and the spectator step, which has no control, so by (1) \(\bar\sigma=2-X_{\rm B\,adsorption}\), and the excess means that this weight is negative. The formula keeps the mean-field estimate \(\theta_*^2\) for the chance that two neighbouring sites are free, which is not exact once an adsorbate fills two sites, even without interactions. For two-site adsorbates in equilibrium on a one-dimensional chain, with one slow two-site step, exact counting gives \(X_n=-3\theta_n+2\theta_n^2\), or −0.254 at \(\theta_n=0.0899\), where the formula with \(\bar\sigma=2\) gives −0.305.

**Repulsion between adsorbates.** Let \(G_A=G_A^0+w\theta_A\), with the transition states unaffected, and let \(X_A\) refer to \(G_A^0\). At given coverages each net rate is still proportional to its \(\kappa_i\), so (1) survives. Rule (2) does not. The compensating change must now act on the effective constant \(\tilde K_A=K_Ae^{-\beta w\theta_A}\), where \(K_A=e^{-\beta G_A^0}\).

For \(n={}\)A*, all other site fractions grow by \(c\), so \(d\theta_A/d\ln c=-(1-\theta_A)\). Then

\[
\frac{d\ln K_A}{d\ln c}=\frac{d\ln\tilde K_A}{d\ln c}+\beta w\frac{d\theta_A}{d\ln c}
=-\frac1{\theta_A}-\beta w(1-\theta_A),
\]

and the invariance of \(r\) gives

\[
X_A=-\frac{\bar\sigma\theta_A}{1+\beta w\theta_A(1-\theta_A)}.
\]

For another adsorbate \(n\), \(\theta_A\) grows by \(c\). Keeping \(\tilde K_A\) fixed then requires \(d\ln K_A/d\ln c=\beta w\theta_A\), which adds a term to the invariance condition:

\[
-\bar\sigma-\frac{X_n}{\theta_n}+\beta w\theta_AX_A=0
\quad\Rightarrow\quad
X_n=-\theta_n\left(\bar\sigma-\beta w\theta_AX_A\right).
\]

With \(w=0.15\) eV the model has \(X_A=-0.173\), where (2) would give −0.245. Repulsion resists any change of \(\theta_A\), so stabilizing A* blocks fewer additional sites. For B* the value is −0.968 instead of −0.925. Both agree with the corrected formulas.

**Pressures that respond to the rate.** Rule (1) itself fails if faster turnover depletes a reactant on whose pressure the rate depends. Suppose the pressure of A2 follows \(p=p_{\rm feed}-\tau r\), other pressures being fixed, and let \(\alpha=\partial\ln r/\partial\ln p\) be the reaction order at fixed pressure. Let \(\Sigma\) be the new sum over transition states, which is the response of \(\ln r\) to a common scaling of all \(\kappa_i\). The pressure then changes by \(d\ln p/d\ln c=-(\tau r/p)\Sigma\), so

\[
\Sigma=1-\alpha\frac{\tau r}{p}\Sigma
\quad\Rightarrow\quad
\Sigma=\frac1{1+\alpha\tau r/p}.
\]

With a feed of 2 bar and 1 bar remaining, \(\tau r/p=1\). The computed order is \(\alpha=0.307\), so \(\Sigma=1/1.307=0.765\), which direct differentiation confirms. The missing 0.235 is the part of a uniform speed-up that is lost to depletion of A2. Rule (2), in contrast, survives. For a shift of any state \(s\), \(d\ln r=X_s\,d(-\beta G_s)+\alpha\,d\ln p\) with \(d\ln p=-(\tau r/p)\,d\ln r\), so every degree of rate control is divided by the same factor \(1+\alpha\tau r/p\), and both sides of (2) are divided alike. Within this mean-field model, the sum rule thus needs fixed pressures but survives multi-site adsorbates and repulsion, while the coverage rule needs one-site adsorbates and coverage-independent free energies but survives this depletion.

## Table of computed values

```
T = 500 K, kT = 0.043087 eV, kT/h = 1.0418e+13 1/s
gas A2: G = 0.00 eV, pressure = 1.00 bar
gas B: G = 0.00 eV, pressure = 0.50 bar
gas AB: G = -1.00 eV, pressure = 0.10 bar
gas C: G = 0.00 eV, pressure = 0.30 bar
TS1: G = 0.75 eV, sites = 2, net rate = 1389.459 1/s, X = 0.16567
TS2: G = 0.55 eV, sites = 1, net rate = 2778.919 1/s, X = -0.00044
TS3: G = 0.70 eV, sites = 2, net rate = 2778.919 1/s, X = 0.65529
TS4: G = -0.20 eV, sites = 1, net rate = 2778.919 1/s, X = 0.17947
TS5: G = 0.55 eV, sites = 1, net rate = 0.000 1/s, X = 0.00000
AB formation rate per site = 2778.919 1/s
sum of X over transition states = 1.00000000
mean sites sigma = 1.820962
empty-site fraction = 0.094656
A*: G = -0.05 eV, coverage = 0.204874, X = -0.373067, -sigma*coverage = -0.373067
B*: G = -0.10 eV, coverage = 0.481078, X = -0.876024, -sigma*coverage = -0.876024
AB*: G = -1.05 eV, coverage = 0.128768, X = -0.234482, -sigma*coverage = -0.234482
C*: G = -0.05 eV, coverage = 0.090625, X = -0.165024, -sigma*coverage = -0.165024
compensating change: c = 1.05, K_B ratio = 0.901016
  rate after change = 2778.919 1/s
  B* coverage after change = 0.455132
B* raised by 0.01 eV: rate ratio = 1.20736, linear prediction = 1.22546
linear cycle: sum over TS = 1.00000000
  A*: coverage = 0.398265, X = -0.398265
  P*: coverage = 0.363325, X = -0.363325
two-site AB*: sum over TS = 1.00000000, sigma = 2.000378
  AB* per site = 0.089888, denominator = 1.179776, X = -0.304821
A* repulsion w = 0.15 eV: sum over TS = 1.00000000
  sigma = 1.787637, A* coverage = 0.136850
  X of A* = -0.173352, corrected formula = -0.173352, simple rule = -0.244639
  X of B* = -0.967585, corrected formula = -0.967585, simple rule = -0.924856
reactor: A2 feed = 2.00 bar, tau = 3.5985e-04 bar s
  order in A2 at fixed pressure = 0.306785
  sum over TS = 0.765237, formula = 0.765237
```
